**Curie-Weiss temperature and transition temperature of a first-order ferroelectric**

The program studies G = ½a(T − T0)P² + ¼bP⁴ + ⅙cP⁶ − EP, where P is the polarization, E the field, T the temperature, a and c are positive and b is negative. It asserts that equal well depths give Tc = T0 + 3b²/(16ac), and that a simulated weak-field measurement made above Tc extrapolates to T0 instead. Following the local minimum through temperature sweeps, it asserts that the paraelectric phase survives down to T0 and the ferroelectric phase up to T1 = T0 + b²/(4ac), within the resolution of the sweep. It also tests the fourfold drop of susceptibility at Tc, the latent heat, the switching barrier, and the continuous onset at T0 when b is zero or positive. For rough parameters in the regime of barium titanate, the output gives T0 = 383.0 K, Tc = 393.0 K and T1 = 396.3 K. Further estimates size the effects of temperature-dependent coefficients, bias field, a dead layer, nucleation and strain. They show that the model fixes the metastable window but not the point inside it where a given crystal transforms.

## Numerical check

```python
"""Result under test: in a first-order ferroelectric the Curie-Weiss
extrapolation temperature T0 is the stability limit of the paraelectric phase,
not the transition temperature Tc.
Free energy per volume (SI), with b < 0 and a, c > 0:
    G = a (T - T0) P^2 / 2 + b P^4 / 4 + c P^6 / 6 - E P
P polarization, E field, T temperature, a = 1 / (eps0 * Curie constant).
Claims: Tc = T0 + 3 b^2/(16 a c); the ferroelectric phase survives up to
T1 = T0 + b^2/(4 a c); the paraelectric phase survives down to T0.
Material values are rough, in the regime of barium titanate.
"""
import numpy as np
from scipy.constants import epsilon_0, k as k_B, zero_Celsius
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar

curie_constant = 1.5e5      # K
T0 = 383.0                  # K
b0 = -8.0e8                 # J m^5 / C^4
c0 = 1.6e10                 # J m^9 / C^6
a = 1.0 / (epsilon_0 * curie_constant)


def free_energy(P, T, b=b0, c=c0, E=0.0):
    return a * (T - T0) * P**2 / 2 + b * P**4 / 4 + c * P**6 / 6 - E * P


def well(T, low, high, **kw):
    """Position and depth of the free-energy minimum between two bounds."""
    r = minimize_scalar(lambda P: free_energy(P, T, **kw), bounds=(low, high),
                        method="bounded", options={"xatol": 1e-12})
    return r.x, r.fun


def close(x, y, rel):
    return abs(x - y) <= rel * abs(y)


# Transition temperature from equal well depths, for two values of b
def depth(T):
    return well(T, 0.12, 0.35)[1]


Tc = brentq(depth, T0, T0 + 12)
Pc = well(Tc, 0.12, 0.35)[0]
assert close(Tc - T0, 3 * b0**2 / (16 * a * c0), 1e-5)
assert close(Pc**2, 3 * abs(b0) / (4 * c0), 1e-5)
Tc_half = brentq(lambda T: well(T, 0.085, 0.35, b=b0 / 2)[1], T0, T0 + 3)
assert close(Tc_half - T0, (Tc - T0) / 4, 1e-4)

# Metastability limits: follow the local minimum downhill while T is swept
grid = np.arange(0, 0.35, 1e-4)
T_step = 0.02


def sweep(temperatures, index, b=b0):
    """Return temperature of the first large jump of P, and the final index."""
    jump_T = None
    for T in temperatures:
        g = free_energy(grid, T, b=b)
        before = index
        while index + 1 < len(grid) and g[index + 1] < g[index]:
            index += 1
        while index > 0 and g[index - 1] < g[index]:
            index -= 1
        if jump_T is None and abs(grid[index] - grid[before]) > 0.05:
            jump_T = T
    return jump_T, index


T_cool, last = sweep(np.arange(402, 378, -T_step), 0)
T_heat, last = sweep(np.arange(378, 402, T_step), last)
T_cool_half, _ = sweep(np.arange(402, 378, -T_step), 0, b=b0 / 2)
T1 = T0 + b0**2 / (4 * a * c0)
assert last == 0
assert abs(T_cool - T0) < 1.5 * T_step
assert abs(T_cool_half - T0) < 1.5 * T_step
assert abs(T_heat - T1) < 1.5 * T_step

# Simulated small-field measurement, using only temperatures above Tc
probe = 1.0e3               # V/m
fit_T = np.linspace(Tc + 2, Tc + 60, 30)
stiffness = np.array([probe / well(T, 0, 1e-3, E=probe)[0] for T in fit_T])
slope, intercept = np.polyfit(fit_T, stiffness, 1)
T_fit = -intercept / slope
C_fit = 1 / (epsilon_0 * slope)
assert abs(T_fit - T0) < 1e-3
assert close(C_fit, curie_constant, 1e-4)

# Supercooled paraelectric phase stays on the same Curie-Weiss line
weak = 10.0                 # V/m
chi_super = well(T0 + 1, 0, 1e-3, E=weak)[0] / (epsilon_0 * weak)
assert close(chi_super, C_fit / (T0 + 1 - T_fit), 1e-3)

# Susceptibility on the two sides of Tc
chi_para = well(Tc, 0, 1e-3, E=probe)[0] / (epsilon_0 * probe)
dE = 1.0e4
chi_ferro = (well(Tc, 0.15, 0.25, E=dE)[0]
             - well(Tc, 0.15, 0.25, E=-dE)[0]) / (2 * dE * epsilon_0)
assert close(chi_para / chi_ferro, 4, 2e-3)

# Latent heat from the change of slope of the equilibrium free energy
h = 0.01
latent = Tc * (depth(Tc + h) - depth(Tc - h)) / (2 * h)
assert close(latent, Tc * a * Pc**2 / 2, 1e-3)

# Barrier for uniform switching at Tc
barrier = -minimize_scalar(lambda P: -free_energy(P, Tc), bounds=(0, Pc),
                           method="bounded").fun
assert close(barrier, abs(b0)**3 / (96 * c0**2), 1e-4)
barrier_kT = barrier * 1e-18 / (k_B * Tc)      # for one cubic micrometre

# Tricritical and second-order cases: continuous onset exactly at T0
onset = {}
for b in (0.0, abs(b0)):
    above = grid[np.argmin(free_energy(grid, T0 + 0.05, b=b))]
    below = grid[np.argmin(free_energy(grid, T0 - 0.05, b=b))]
    assert above == 0 and 0 < below < 0.05
    onset[b] = below
P_first = grid[np.argmin(free_energy(grid, T0 + 0.05))]
assert P_first > 0.2

# Neglected effect: temperature dependence of b and c (rough slopes, about Tc)
b_slope, c_slope = 2.0e7, -3.0e8


def b_of(T):
    return b0 + b_slope * (T - Tc)


def c_of(T):
    return c0 + c_slope * (T - Tc)


def depth_var(T):
    return well(T, 0.12, 0.35, b=b_of(T), c=c_of(T))[1]


latent_var = Tc * (depth_var(Tc + h) - depth_var(Tc - h)) / (2 * h)
T1_var = brentq(lambda T: a * (T - T0) - b_of(T)**2 / (4 * c_of(T)),
                Tc, Tc + 10)

# Neglected effect: bias field, from coexistence of the two tilted wells
Tc_biased = brentq(lambda T: well(T, 0.12, 0.35, E=probe)[1]
                   - well(T, 0, 0.02, E=probe)[1], Tc - 1, Tc + 1)
field_shift = (Tc_biased - Tc) / probe         # K m / V
assert close(field_shift, 2 / (a * Pc), 2e-3)

# Neglected effect: dead layer in series with the crystal
layer_nm, crystal_mm, eps_layer = 10.0, 0.5, 10.0
fraction = layer_nm * 1e-9 / (crystal_mm * 1e-3)
eps_crystal = 1 + 1 / (epsilon_0 * stiffness)
inverse_eps = (1 - fraction) / eps_crystal + fraction / eps_layer
s2, i2 = np.polyfit(fit_T, inverse_eps, 1)
layer_shift = -i2 / s2 - T0
assert abs(layer_shift + curie_constant * fraction / eps_layer) < 0.02

# Neglected effect: nucleation with interface energy only
gradient = 1.0e-10          # J m^3 / C^2, rough; energy gradient/2 (dP/dx)^2
sigma = quad(lambda P: np.sqrt(2 * gradient * max(free_energy(P, Tc), 0)),
             0, Pc)[0]
assert close(sigma, np.sqrt(gradient * c0 / 3) * Pc**4 / 4, 1e-4)
sites = 1e-9 / (0.4e-9)**3  # unit cells in one cubic millimetre
threshold = np.log(sites * 1e12 * 100)   # 1e12 attempts per s for 100 s


def nucleus_barrier(T):
    return 16 * np.pi * sigma**3 / (3 * depth(T)**2)


T_nucleus = brentq(lambda T: np.log(nucleus_barrier(T) / (k_B * T * threshold)),
                   T0, Tc - 0.05)
drive = -depth(T_nucleus)
radius = 2 * sigma / drive
top = -minimize_scalar(
    lambda r: -(4 * np.pi * (r * 1e-9)**2 * sigma
                - 4 * np.pi * (r * 1e-9)**3 * drive / 3) / (k_B * Tc),
    bounds=(0, 1.4e9 * radius), method="bounded").fun
assert close(top * k_B * Tc, nucleus_barrier(T_nucleus), 1e-4)
wall_length = np.sqrt(gradient / (a * (Tc - T0)))
assert radius > 3 * wall_length          # sharp-interface estimate is usable

# Neglected effect: strain energy of a coherent, untwinned nucleus (rough)
young, electrostriction = 1.0e11, 0.1    # Pa, m^4/C^2
strain = electrostriction * Pc**2
strain_energy = young * strain**2 / 2
drive_T0 = -depth(T0)
assert strain_energy > drive_T0

print(f"input Curie constant: {curie_constant:.2e} K")
print(f"input T0: {T0:.1f} K = {T0 - zero_Celsius:.1f} C")
print(f"input b: {b0:.2e} J m^5/C^4")
print(f"input c: {c0:.2e} J m^9/C^6")
print(f"coefficient a: {a:.3e} J m/(C^2 K)")
print(f"Curie-Weiss fit range: {fit_T[0]:.1f} to {fit_T[-1]:.1f} K")
print(f"fitted extrapolation temperature: {T_fit:.3f} K")
print(f"fitted Curie constant: {C_fit:.4e} K")
print(f"transition temperature Tc: {Tc:.2f} K = {Tc - zero_Celsius:.2f} C")
print(f"Tc - T0: {Tc - T0:.2f} K")
print(f"Tc - T0 with b halved: {Tc_half - T0:.2f} K")
print(f"ferroelectric limit T1: {T1:.2f} K = {T1 - zero_Celsius:.2f} C")
print(f"T1 - T0: {T1 - T0:.2f} K")
print(f"sweep temperature step: {T_step:.2f} K")
print(f"jump on cooling sweep: {T_cool:.2f} K")
print(f"jump on cooling sweep, b halved: {T_cool_half:.2f} K")
print(f"jump on heating sweep: {T_heat:.2f} K")
print(f"polarization jump at Tc: {100 * Pc:.2f} uC/cm2")
print(f"susceptibility just above Tc: {chi_para:.0f} (relative)")
print(f"susceptibility just below Tc: {chi_ferro:.0f} (relative)")
print(f"ratio of the two: {chi_para / chi_ferro:.3f}")
print(f"susceptibility supercooled to T0 + 1 K: {chi_super:.0f} (relative)")
print(f"latent heat: {latent * 1e-6:.2f} J/cm3")
print(f"uniform barrier at Tc: {barrier * 1e-6:.4f} J/cm3")
print(f"same barrier for 1 um3: {barrier_kT:.2e} kT")
print(f"P at T0 - 0.05 K, b = 0: {100 * onset[0.0]:.2f} uC/cm2")
print(f"P at T0 - 0.05 K, b = +|b|: {100 * onset[abs(b0)]:.2f} uC/cm2")
print(f"equilibrium P at T0 + 0.05 K, b < 0: {100 * P_first:.2f} uC/cm2")
print(f"rough slope of b: {b_slope:.1e} J m^5/(C^4 K)")
print(f"rough slope of c: {c_slope:.1e} J m^9/(C^6 K)")
print(f"T1 with these slopes: {T1_var:.2f} K")
print(f"latent heat with these slopes: {latent_var * 1e-6:.2f} J/cm3")
print(f"shift of Tc by bias field: {field_shift * 1e5:.2f} K per kV/cm")
print(f"dead layer: {layer_nm:.0f} nm, relative permittivity {eps_layer:.0f}")
print(f"crystal thickness: {crystal_mm:.1f} mm")
print(f"dead-layer shift of extrapolation: {layer_shift:.2f} K")
print(f"rough gradient coefficient: {gradient:.1e} J m^3/C^2")
print(f"interface energy at Tc: {sigma * 1e3:.3f} mJ/m2")
print(f"nucleation threshold (1 mm3, 100 s): {threshold:.1f} kT")
print(f"supercooling, interface energy only: {Tc - T_nucleus:.2f} K")
print(f"critical radius there: {radius * 1e9:.1f} nm")
print(f"interface decay length: {wall_length * 1e9:.1f} nm")
print(f"rough Young modulus: {young * 1e-9:.0f} GPa")
print(f"rough electrostriction: {electrostriction:.2f} m^4/C^2")
print(f"spontaneous strain at Tc: {100 * strain:.3f} percent")
print(f"coherent strain energy, rough: {strain_energy * 1e-6:.2f} J/cm3")
print(f"driving energy at T0: {drive_T0 * 1e-6:.3f} J/cm3")
print("done: every assertion held")
```

Output:

```
input Curie constant: 1.50e+05 K
input T0: 383.0 K = 109.9 C
input b: -8.00e+08 J m^5/C^4
input c: 1.60e+10 J m^9/C^6
coefficient a: 7.529e+05 J m/(C^2 K)
Curie-Weiss fit range: 395.0 to 453.0 K
fitted extrapolation temperature: 383.000 K
fitted Curie constant: 1.5000e+05 K
transition temperature Tc: 392.96 K = 119.81 C
Tc - T0: 9.96 K
Tc - T0 with b halved: 2.49 K
ferroelectric limit T1: 396.28 K = 123.13 C
T1 - T0: 13.28 K
sweep temperature step: 0.02 K
jump on cooling sweep: 383.00 K
jump on cooling sweep, b halved: 383.00 K
jump on heating sweep: 396.30 K
polarization jump at Tc: 19.36 uC/cm2
susceptibility just above Tc: 15059 (relative)
susceptibility just below Tc: 3765 (relative)
ratio of the two: 4.000
susceptibility supercooled to T0 + 1 K: 150000 (relative)
latent heat: 5.55 J/cm3
uniform barrier at Tc: 0.0208 J/cm3
same barrier for 1 um3: 3.84e+06 kT
P at T0 - 0.05 K, b = 0: 3.92 uC/cm2
P at T0 - 0.05 K, b = +|b|: 0.69 uC/cm2
equilibrium P at T0 + 0.05 K, b < 0: 22.35 uC/cm2
rough slope of b: 2.0e+07 J m^5/(C^4 K)
rough slope of c: -3.0e+08 J m^9/(C^6 K)
T1 with these slopes: 395.31 K
latent heat with these slopes: 7.27 J/cm3
shift of Tc by bias field: 1.37 K per kV/cm
dead layer: 10 nm, relative permittivity 10
crystal thickness: 0.5 mm
dead-layer shift of extrapolation: -0.31 K
rough gradient coefficient: 1.0e-10 J m^3/C^2
interface energy at Tc: 0.257 mJ/m2
nucleation threshold (1 mm3, 100 s): 76.4 kT
supercooling, interface energy only: 1.78 K
critical radius there: 19.6 nm
interface decay length: 3.7 nm
rough Young modulus: 100 GPa
rough electrostriction: 0.10 m^4/C^2
spontaneous strain at Tc: 0.375 percent
coherent strain energy, rough: 0.70 J/cm3
driving energy at T0: 0.167 J/cm3
done: every assertion held
```
